**Stabilization widths for hydrogen in a static field, and their numerical floor**

The program tests that hard-wall levels, averaged over one period of the outer phase, form a unit-area Lorentzian of full width Γ centred at E_r. Smoothing with a Lorentzian of width w gives Γ + w, and the narrowest resolvable width is cσ, where σ is the box-to-box scatter of computed levels and c marks a 10% bias. For the resolved cases it asserts agreement with an independent outgoing-wave solution from high-precision power series: widths within 2% plus 4σ, and positions within 0.05Γ plus 10⁻⁹ hartree. Unit area is asserted within 5% at the four strongest fields. It also asserts that at F = 0.04 the width obtained with doubled w lies within 2% of the reference, that equal phase steps depend less on the window start than equal length steps, and that injected noise produces the predicted bias. The output gives c = 7.31 and resolves widths down to 5.5 × 10⁻¹³ hartree at field F = 0.02 atomic units. At F = 0.03 the width is recovered although the level spacing is 3.75 × 10⁶ times larger. At F = 0.016 the true width lies below σ, and the program asserts that the fit fails.

## Numerical check

```python
"""
Stabilization method for the hydrogen ground state in a static electric field.

Result under test: levels E(L) of the atom with a hard wall at eta = L, averaged
over one period of the outer phase, form a unit-area Lorentzian of full width
Gamma. Smoothing by a Lorentzian of full width w gives Gamma + w. The narrowest
width that can be resolved is c*sigma, where sigma is the scatter of computed
levels from box to box and c marks a 10 % bias; the level spacing is no limit.

Symbols (Hartree atomic units): field F, energy E, parabolic coordinates
xi = r + z (uphill) and eta = r - z (downhill), separation constants
beta1 + beta2 = 1, wall position L, resonance energy E_r - i*Gamma/2.
"""
import numpy as np
from mpmath import mp, mpf, mpc
from numpy.polynomial.legendre import leggauss, legvander
from scipy.constants import physical_constants
from scipy.integrate import cumulative_trapezoid
from scipy.linalg import eigh
from scipy.optimize import brentq, least_squares
from scipy.special import voigt_profile

BOXES = 64
SMOOTH = 0.5                      # kernel width in units of the fitting scale
GRID = np.linspace(-1.5, 1.5, 61)  # energies in units of the fitting scale


def legendre_matrices(size):
    """Integrals on [-1, 1] for functions that vanish at +1; s = 1 + x."""
    x, weight = leggauss(size + 3)
    p = legvander(x, size)
    dp = np.zeros_like(p)
    dp[:, 1] = 1.0
    for k in range(2, size + 1):
        dp[:, k] = dp[:, k - 2] + (2 * k - 1) * p[:, k - 1]
    norm = np.sqrt((np.arange(size) + 1) / 2)
    phi = (p[:, :-1] - p[:, 1:]) * norm
    dphi = (dp[:, :-1] - dp[:, 1:]) * norm
    s = 1 + x
    kinetic = (dphi.T * (weight * s)) @ dphi
    moments = [(phi.T * (weight * s**n)) @ phi for n in range(3)]
    return kinetic, moments[0], moments[1], moments[2]


BASIS = legendre_matrices(70)
LARGER_BASIS = legendre_matrices(76)


def uphill_state(energy, field):
    """Lowest beta1 and mean xi of the bound uphill motion."""
    kin, m0, m1, m2 = BASIS
    h = 30.0
    a = kin - h * h * energy / 2 * m1 + h**3 * field / 4 * m2
    value, vector = eigh(a, h * m0, subset_by_index=[0, 0])
    v = vector[:, 0]
    return value[0], h * h * (v @ m1 @ v)


def box_spectrum(wall, e0, field, beta1, mean_xi, basis):
    """All levels with the wall at eta = wall; beta1(E) linearized at e0."""
    kin, m0, m1, m2 = basis
    h = wall / 2
    constant = 1 - beta1 - mean_xi * e0 / 2
    a = kin - h * (field / 4 * h * h * m2 + constant * m0)
    b = h / 2 * (h * m1 + mean_xi * m0)
    return eigh(a, b, eigvals_only=True)


def wall_positions(field, energy, beta2, start, by_phase):
    """Walls covering one period pi of the outer phase."""
    eta = np.linspace(2 / field, 2 / field + 40, 8001)
    k = np.sqrt(energy / 2 + field * eta / 4 + beta2 / eta + 0.25 / eta**2)
    phase = cumulative_trapezoid(k, eta, initial=0)
    fraction = (np.arange(BOXES) + 0.5) / BOXES
    if by_phase:
        return np.interp(start + np.pi * fraction, phase, eta)
    first, last = np.interp([start, start + np.pi], phase, eta)
    return first + (last - first) * fraction


def nearest_levels(walls, e0, field, beta1, mean_xi, basis):
    found = []
    for wall in walls:
        spectrum = box_spectrum(wall, e0, field, beta1, mean_xi, basis)
        found.append(spectrum[np.argmin(abs(spectrum - e0))])
    return np.array(found)


def perturbation_energy(field):
    return -0.5 - 9 / 4 * field**2 - 3555 / 64 * field**4


def scan(field, start=0.0, by_phase=True):
    """Levels near the resonance for all boxes, and the settings used."""
    e0 = perturbation_energy(field)
    for repeat in range(2):
        if repeat:
            e0 = float(np.median(levels))
        beta1, mean_xi = uphill_state(e0, field)
        walls = wall_positions(field, e0, 1 - beta1, start, by_phase)
        settings = (e0, field, beta1, mean_xi)
        levels = nearest_levels(walls, *settings, BASIS)
    return levels, walls, settings


def lorentzian(x, fwhm):
    return fwhm / (2 * np.pi) / (x * x + fwhm * fwhm / 4)


def fit_profile(density, smooth):
    """Centre, full width, area and constant background on GRID."""
    def residual(p):
        return p[2] * lorentzian(GRID - p[0], p[1]) + p[3] - density
    lower, upper = [-3, 0.02, 0, -5], [3, 30, 50, 5]
    return least_squares(residual, [0, 1 + smooth, 1, 0], bounds=(lower, upper),
                         xtol=1e-12, ftol=1e-12, gtol=1e-12).x


def interquartile(values):
    low, high = np.percentile(values, [25, 75])
    return high - low


def resonance_fit(levels, scale=None, smooth=SMOOTH):
    """Resonance energy, Gamma and area from the averaged level density."""
    centre = np.median(levels)
    scale = interquartile(levels) if scale is None else scale
    reduced = (levels - centre) / scale
    density = lorentzian(GRID[:, None] - reduced[None, :], smooth).mean(axis=1)
    p = fit_profile(density, smooth)
    return centre + scale * p[0], scale * (p[1] - smooth), p[2]


def series_value(x, energy, beta, signed_field):
    """Regular solution of (x f')' + (E x/2 + F x^2/4 + beta) f = 0 at x."""
    c1, c2, c3 = beta * x, energy * x**2 / 2, signed_field * x**3 / 4
    t1, t2, t3 = mpc(1), mpc(0), mpc(0)
    total, k = mpc(1), 0
    while True:
        k += 1
        t1, t2, t3 = -(c1 * t1 + c2 * t2 + c3 * t3) / (k * k), t1, t2
        total += t1
        if k > 60 and k % 10 == 0 and abs(t1) + abs(t2) + abs(t3) < 1e-40:
            return total


def outgoing_wave_resonance(field):
    """Complex resonance energy by Newton iteration on two power series."""
    mp.dps = 60
    f = mpf(str(field))
    far_xi = mpf(80)
    far_eta = 3 / f * mp.expjpi(mpf(1) / 3)
    energy = mpc(perturbation_energy(field))
    kappa = mp.sqrt(-2 * energy)
    beta = kappa / 2 + f / (2 * kappa**2)
    step = mpf(10)**(-25)

    def conditions(e, b):
        return (series_value(far_xi, e, b, -f),
                series_value(far_eta, e, 1 - b, f))

    for _ in range(30):
        u, v = conditions(energy, beta)
        ue, ve = conditions(energy + step, beta)
        ub, vb = conditions(energy, beta + step)
        a, c = (ue - u) / step, (ve - v) / step
        b, d = (ub - u) / step, (vb - v) / step
        det = a * d - b * c
        de, db = (b * v - d * u) / det, (c * u - a * v) / det
        energy, beta = energy + de, beta + db
        if abs(de) + abs(db) < mpf(10)**(-26):
            return float(energy.real), float(-2 * energy.imag)
    raise AssertionError("reference resonance did not converge")


# Scatter that biases the fitted width by 10 %, in units of the true width
def excess_width(sigma):
    density = voigt_profile(GRID, sigma, (1 + SMOOTH) / 2)
    return fit_profile(density, SMOOTH)[1] - SMOOTH - 1.10


critical_scatter = brentq(excess_width, 0.01, 0.6, xtol=1e-6)
c_factor = 1 / critical_scatter

fields = [0.06, 0.05, 0.04, 0.03, 0.025, 0.02, 0.016]
result = {}
for F in fields:
    levels, walls, settings = scan(F)
    position, width, area = resonance_fit(levels)
    again = nearest_levels(walls, *settings, LARGER_BASIS)
    sigma = interquartile(again - levels) / (1.349 * np.sqrt(2))
    e_ref, g_ref = outgoing_wave_resonance(F)
    result[F] = dict(levels=levels, walls=walls, settings=settings, E=position,
                     G=width, area=area, sigma=sigma, E_ref=e_ref, G_ref=g_ref)

# Positions, widths and area against the outgoing-wave solution
for F in fields:
    r = result[F]
    if r["G_ref"] > c_factor * r["sigma"]:
        # 2 %: energy dependence of width and background; rest: level scatter
        assert abs(r["G"] - r["G_ref"]) < 0.02 * r["G_ref"] + 4 * r["sigma"], F
        assert abs(r["E"] - r["E_ref"]) < 0.05 * r["G_ref"] + 1e-9, F
for F in fields[:4]:
    assert result[F]["G_ref"] > c_factor * result[F]["sigma"]
    assert abs(result[F]["area"] - 1) < 0.05

# The smoothing width adds to Gamma and can be subtracted
r4 = result[0.04]
width_double_smoothing = resonance_fit(r4["levels"], smooth=2 * SMOOTH)[1]
assert abs(width_double_smoothing / r4["G_ref"] - 1) < 0.02

# Equal steps in phase against equal steps in length, four window starts
starts = np.pi * np.arange(4) / 4
by_phase = np.array([resonance_fit(scan(0.05, s, True)[0])[1] for s in starts])
by_length = np.array([resonance_fit(scan(0.05, s, False)[0])[1] for s in starts])
g5 = result[0.05]["G_ref"]
spread_phase, spread_length = np.ptp(by_phase) / g5, np.ptp(by_length) / g5
assert spread_length > 0.02 and spread_length > 3 * spread_phase

# Known Gaussian scatter added to real levels must give the predicted 10 % bias
rng = np.random.default_rng(1)
noise = rng.normal(0, critical_scatter * r4["G_ref"], (400, BOXES))
noisy_width = resonance_fit((r4["levels"] + noise).ravel(), scale=r4["G_ref"])[1]
noisy_ratio = noisy_width / r4["G_ref"]
assert abs(noisy_ratio - 1.10) < 0.03

# A width far below the level spacing is still resolved
r3 = result[0.03]
spectrum = box_spectrum(r3["walls"][BOXES // 2], *r3["settings"], BASIS)
j = int(np.argmin(abs(spectrum - r3["E"])))
spacing = spectrum[j + 1] - spectrum[j - 1]
assert r3["G_ref"] < 1e-4 * spacing

# A width below the scatter is not resolved
last = result[fields[-1]]
assert last["G_ref"] < last["sigma"]
assert abs(last["G"] - last["G_ref"]) > 0.5 * last["G_ref"]

print("Hydrogen ground state, all values in atomic units unless stated")
print(f"boxes per field: {BOXES}; basis sizes: {len(BASIS[0])}, {len(LARGER_BASIS[0])}")
print(f"kernel width / fitting scale: {SMOOTH}")
print(f"critical scatter sigma/Gamma for 10 % bias: {critical_scatter:.4f}")
print(f"c = Gamma_min/sigma: {c_factor:.2f}")
for F in fields:
    r = result[F]
    limit = c_factor * r["sigma"]
    verdict = "yes" if r["G_ref"] > limit else "no"
    print(f"F={F}: walls {r['walls'][0]:.2f} to {r['walls'][-1]:.2f} bohr")
    print(f"  E_r fit {r['E']:.9f}, reference {r['E_ref']:.9f} hartree")
    print(f"  Gamma fit {r['G']:.4e}, reference {r['G_ref']:.4e} hartree")
    print(f"  sigma {r['sigma']:.2e}, c*sigma {limit:.2e} hartree")
    print(f"  area {r['area']:.4f}; Gamma above c*sigma: {verdict}")
print(f"F=0.04, doubled kernel: Gamma {width_double_smoothing:.4e} hartree")
print(f"F=0.04, added noise: fitted/true width {noisy_ratio:.4f}")
print(f"F=0.05, spread over starts, phase steps: {100 * spread_phase:.3f} %")
print(f"F=0.05, spread over starts, length steps: {100 * spread_length:.2f} %")
print(f"F=0.03, background level spacing: {spacing:.4f} hartree")
print(f"F=0.03, spacing/Gamma: {spacing / r3['G_ref']:.2e}")
field_unit = physical_constants["atomic unit of electric field"][0]
time_unit = physical_constants["atomic unit of time"][0]
print(f"F=0.05 in SI: {0.05 * field_unit:.4e} V/m")
print(f"F=0.05 decay rate from fit: {result[0.05]['G'] / time_unit:.4e} 1/s")
print("PASS")
```

It prints:

```
Hydrogen ground state, all values in atomic units unless stated
boxes per field: 64; basis sizes: 70, 76
kernel width / fitting scale: 0.5
critical scatter sigma/Gamma for 10 % bias: 0.1368
c = Gamma_min/sigma: 7.31
F=0.06: walls 33.38 to 39.02 bohr
  E_r fit -0.509202702, reference -0.509203451 hartree
  Gamma fit 5.1916e-04, reference 5.1508e-04 hartree
  sigma 1.67e-13, c*sigma 1.22e-12 hartree
  area 1.0066; Gamma above c*sigma: yes
F=0.05: walls 40.05 to 45.75 bohr
  E_r fit -0.506105452, reference -0.506105425 hartree
  Gamma fit 7.6921e-05, reference 7.7184e-05 hartree
  sigma 9.41e-14, c*sigma 6.88e-13 hartree
  area 0.9983; Gamma above c*sigma: yes
F=0.04: walls 50.05 to 55.83 bohr
  E_r fit -0.503771589, reference -0.503771591 hartree
  Gamma fit 3.8898e-06, reference 3.8927e-06 hartree
  sigma 5.45e-14, c*sigma 3.98e-13 hartree
  area 0.9977; Gamma above c*sigma: yes
F=0.03: walls 66.72 to 72.58 bohr
  E_r fit -0.502074273, reference -0.502074273 hartree
  Gamma fit 2.2376e-08, reference 2.2375e-08 hartree
  sigma 4.70e-14, c*sigma 3.44e-13 hartree
  area 0.9996; Gamma above c*sigma: yes
F=0.025: walls 80.05 to 85.96 bohr
  E_r fit -0.501429292, reference -0.501429292 hartree
  Gamma fit 3.3211e-10, reference 3.3183e-10 hartree
  sigma 2.88e-14, c*sigma 2.11e-13 hartree
  area 1.0010; Gamma above c*sigma: yes
F=0.02: walls 100.05 to 106.01 bohr
  E_r fit -0.500909224, reference -0.500909224 hartree
  Gamma fit 5.4557e-13, reference 5.5459e-13 hartree
  sigma 1.81e-14, c*sigma 1.32e-13 hartree
  area 0.9766; Gamma above c*sigma: yes
F=0.016: walls 125.05 to 131.05 bohr
  E_r fit -0.500579726, reference -0.500579726 hartree
  Gamma fit 1.3561e-14, reference 1.7317e-16 hartree
  sigma 8.10e-15, c*sigma 5.92e-14 hartree
  area 1.4281; Gamma above c*sigma: no
F=0.04, doubled kernel: Gamma 3.8942e-06 hartree
F=0.04, added noise: fitted/true width 1.0968
F=0.05, spread over starts, phase steps: 0.550 %
F=0.05, spread over starts, length steps: 8.92 %
F=0.03, background level spacing: 0.0839 hartree
F=0.03, spacing/Gamma: 3.75e+06
F=0.05 in SI: 2.5711e+10 V/m
F=0.05 decay rate from fit: 3.1800e+12 1/s
PASS
```
